\section*{Why Fourier transforming u(r) does not give the atomic momentum distribution}

\section{A distribution to be predicted}

A fast electron strikes a hydrogen atom and knocks out the bound electron. If the collision is sudden and the outgoing electrons are nearly free, momentum balance reveals the momentum $\mathbf p$ that the bound electron had. What distribution of $p=|\mathbf p|$ should be expected?

Take a nonrelativistic electron and a fixed nucleus of charge $Z$, in Hartree atomic units, with $\psi=(u(r)/r)\,Y_{lm}$, $u$ real and $\int_0^\infty u^2dr=1$. Since $u$ looks like a one-dimensional wave function, it is natural to form
\begin{equation}
g(k)=\frac1{\sqrt{2\pi}}\int_0^\infty e^{-ikr}u(r)\,dr
\label{g}
\end{equation}
and to read $W(k)=2|g(k)|^2$, $k>0$, as the density of $p$. The factor 2 collects $\pm k$, because $|g(-k)|=|g(k)|$ for real $u$.

The belief passes two reasonable checks. Extend $u$ by zero to $r<0$; Parseval's theorem then gives $\int_0^\infty W\,dk=1$. Since $u(0)=0$, integration by parts shows that $ikg$ is the transform of $u'$, so
\begin{equation}
\int_0^\infty k^2W\,dk=\int_0^\infty u'^2dr ,
\label{second}
\end{equation}
which for $l=0$ is the correct $\langle p^2\rangle$. For hydrogen 1s both densities give 1. The density $W$ is nevertheless wrong.

\section{The transform in three dimensions}

The momentum wave function is
\begin{equation}
\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi(\mathbf r)\,d^3r .
\end{equation}
At fixed $x=pr$ the plane wave depends on directions only through the angle between $\hat{\mathbf p}$ and $\hat{\mathbf r}$. Integration over $\hat{\mathbf r}$ therefore commutes with rotations and multiplies $Y_{lm}$ by a number $\lambda_l(x)$ independent of $m$. To find it, take $m=0$ and $\hat{\mathbf p}$ along $z$, where $Y_{l0}(\hat{\mathbf r})=Y_{l0}(\hat{\mathbf z})P_l(t)$ with $t=\cos\vartheta$:
\begin{equation}
\lambda_l=2\pi\int_{-1}^1e^{-ixt}P_l(t)\,dt=4\pi(-i)^lj_l(x).
\end{equation}
This integral may serve as the definition of the spherical Bessel function $j_l$. It gives $j_0=\sin x/x$ and, since $te^{-ixt}=i\,\partial_xe^{-ixt}$, $j_1=-j_0'$. With $r^2(u/r)=ru$ and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$,
\begin{equation}
\phi=(-i)^lF(p)Y_{lm}(\hat{\mathbf p}),\qquad
F(p)=\sqrt{\frac2\pi}\int_0^\infty r\,j_l(pr)\,u(r)\,dr .
\label{F}
\end{equation}
Integrating $|\phi|^2p^2$ over directions gives the density $p^2F^2$. Equation \eqref{F} holds for any central potential.

For $l=0$ the kernel is a sine:
\begin{equation}
pF=\sqrt{\frac2\pi}\int_0^\infty\sin(pr)\,u\,dr=-2\,\mathrm{Im}\,g(p).
\label{sine}
\end{equation}
A one-dimensional transform can thus be repaired for s states by extending $u$ to negative $r$ as an odd function instead of by zero. The full-line transform of the odd extension is $-i\,pF$, so its squared modulus on $p>0$ is the density itself, with no factor 2.

\section{What is wrong with the radial momentum}

The usual radial momentum acts on $R=u/r$ as $-i(R'+R/r)=-iu'/r$, hence on $u$ as $P=-i\,d/dr$. Its domain has $u,u'$ square integrable and $u(0)=0$; a nonzero $u(0)$ would make $\psi\sim1/r$, with infinite kinetic energy. Integration by parts gives
\begin{equation}
\langle v,Pu\rangle-\langle Pv,u\rangle=-i\,[v^*u]_0^\infty=i\,v^*(0)u(0).
\label{boundary}
\end{equation}
This vanishes on the domain, so $P$ is symmetric. But $u(0)=0$ alone removes the boundary term, so the adjoint $P^\dagger$, also $-i\,d/dr$, accepts any $v$ with $v,v'$ square integrable. The domains differ and $P$ is not self-adjoint. For instance, $P^\dagger e^{-r}=i\,e^{-r}$, an imaginary eigenvalue.

Nor can $P$ be extended to a self-adjoint operator. An extension would lie between $P$ and $P^\dagger$, and \eqref{boundary} with $v=u$ would require $|u(0)|^2=0$ throughout its domain. That returns $P$ itself.

Accordingly, the waves $e^{ikr}$ are not orthogonal on the half-line. With a convergence factor $e^{-\epsilon r}$, their overlap is $1/[\epsilon-i(k-k')]$, which does not vanish for $k\ne k'$ as $\epsilon\to0$. Cut the 1s function $g$ to $|k|<1$ and transform back: of the probability 0.8183 in the band, 0.0743 lies at $r<0$, where there is no space. Keeping $r>0$ leaves 0.7440, so the operation is not a projection, as a sharp measurement of an observable would require. The same cut with the sine transform gives 0.7122 before and after.

This defect denies $g$ the meaning of a spectral amplitude, but it is not the origin of the Bessel functions, which came from the angles. The observable behind $p$ is $p^2$. For $l=0$ it is $P^\dagger P=-d^2/dr^2$ with $u(0)=0$ and $u'(0)$ free, and its generalized eigenfunctions are $\sin pr$. The cosine amplitude $2\,\mathrm{Re}\,g$ belongs to the other condition, $u'(0)=0$. Since
\begin{equation}
W=2|g|^2=\tfrac12\left[(2\,\mathrm{Im}\,g)^2+(2\,\mathrm{Re}\,g)^2\right],
\end{equation}
for s states $W$ is an equal mixture of the right density and one for a wrong boundary condition. Diagonalizing $-d^2/dr^2$ on a grid confirms this for 1s. The average of $e^{-p^2}$ is 0.5423 with $u(0)=0$, as from $p^2F^2$, and 0.8593 with zero slope (0.8592 once the grid error is removed); their mean is the 0.7008 that $W$ gives.

\section{All hydrogenic s states}

Let $a=Z/n$, so that the energy is $-a^2/2$. The radial equation times $-2r$ is $ru''+2Zu-a^2ru=0$. Let $U(s)=\int_0^\infty e^{-sr}u\,dr$. The transform of $u''$ is $s^2U-u'(0)$, and a factor $r$ becomes $-d/ds$. Hence
\begin{align}
-(s^2U)'+2ZU+a^2U'&=0,\\
\frac{U'}U=\frac{2(na-s)}{s^2-a^2}&=\frac{n-1}{s-a}-\frac{n+1}{s+a},\\
U&=C\,\frac{(s-a)^{n-1}}{(s+a)^{n+1}} .
\end{align}
Because $u$ decays as $e^{-ar}$ times a power, we may set $s=ik$, and $g=U(ik)/\sqrt{2\pi}$. Both $|ik\pm a|$ equal $\sqrt{a^2+k^2}$, so normalization with $\int_{-\infty}^\infty dk/(a^2+k^2)^2=\pi/(2a^3)$ gives $C=2a^{3/2}$, taking $u'(0)>0$. With $\theta=\arctan(k/a)$, the phases of $ik+a$ and $ik-a$ are those of $e^{i\theta}$ and $-e^{-i\theta}$, and
\begin{equation}
g=(-1)^{n-1}\sqrt{\frac{2a^3}\pi}\,\frac{e^{-2in\theta}}{a^2+k^2}.
\end{equation}
Using \eqref{sine}, with $\theta=\arctan(p/a)$ in the second formula,
\begin{equation}
W(k)=\frac{4a^3}{\pi(a^2+k^2)^2},\qquad
p^2F^2=2\sin^2(2n\theta)\,W(p).
\label{main}
\end{equation}
The true density has $n-1$ nodes, at $p=a\tan(m\pi/2n)$ with $m=1,\dots,n-1$. They reside in the phase of $g$, which $|g|^2$ discards. For hydrogen 2s, $a=0.5$ and the node is at $p=0.5\tan(\pi/4)=0.5$. There $W=0.637$ bohr$/\hbar$, while the true density is zero.

The mean momentum also differs. Substituting $p=a\tan\theta$ turns $W\,dp$ into $(4/\pi)\cos^2\theta\,d\theta$, and $2\sin^2(2n\theta)=1-\cos4n\theta$, so
\begin{align}
\langle p\rangle&=\frac{4a}\pi\int_0^{\pi/2}\sin\theta\cos\theta\,(1-\cos4n\theta)\,d\theta\\
&=\frac{4a}\pi\left[\frac12+\frac1{2(4n^2-1)}\right]
=\frac{2a}\pi\,\frac{4n^2}{4n^2-1}.
\end{align}
The second term follows with $y=2\theta$ from $\int_0^\pi\sin y\cos2ny\,dy=-2/(4n^2-1)$. The one-sided mean is $2a/\pi$. For 1s this is 0.6366, against the true $0.6366\times4/3=0.8488\,\hbar/$bohr, or $1.692\times10^{-24}$ kg\,m/s for a fixed nucleus (the finite proton mass lowers this by 0.05\,\%, to $1.691\times10^{-24}$). For 4s the ratio is only 1.016: at large $n$ the mean averages over the oscillations, although the nodes remain.

The fourth moment fails completely. At large $k$, $W\to4a^3/(\pi k^4)$, so the fourth moment of $W$ grows linearly with the cutoff; for 1s it is 1270 at a cutoff of $1000\,\hbar/$bohr. The cause is the kink at $r=0$ when $u$, with $u'(0)\neq0$, is continued by zero. In the true density $\sin^2(2n\theta)\to(2Z/p)^2$, which gives the tail $32a^3Z^2/(\pi p^6)$ and a finite moment. Two integrations by parts in \eqref{sine} give $\langle p^4\rangle=\int_0^\infty u''^2dr$. For 1s, $u=2re^{-r}$ and
\begin{equation}
\langle p^4\rangle=\int_0^\infty4(r-2)^2e^{-2r}dr=4\left(\tfrac14-1+2\right)=5 .
\end{equation}

\section{With angular momentum the energy fails too}

For $l>0$, $\langle p^2\rangle=\int_0^\infty[u'^2+l(l+1)u^2/r^2]\,dr$, whereas \eqref{second} retains the first term alone. For hydrogen 2p, $u=(2/\sqrt3)a^{5/2}r^2e^{-ar}$ with $a=1/2$, and
\begin{align}
\int_0^\infty u'^2dr&=\frac{4a^5}3\left(\frac1{a^3}-\frac3{2a^3}+\frac3{4a^3}\right)=\frac{a^2}3=\frac1{12},\\
2\int_0^\infty\frac{u^2}{r^2}dr&=\frac{8a^5}3\,\frac2{(2a)^3}=\frac{2a^2}3=\frac16 .
\end{align}
Half the sum is the kinetic energy, 0.1250 hartree (3.401 eV). The one-sided transform gives 0.0417 hartree (1.134 eV), a third of it, because the centrifugal 0.0833 hartree is missing.

The error is also plain at small momentum. Since $j_1(x)\approx x/3$, the true 2p density vanishes as $p^4$, while $W(0)=3.40$ bohr$/\hbar$ is the largest value of $W$: as $u\ge0$, nothing cancels in \eqref{g} at $k=0$. The numerical check checks the Bessel transform against the full three-dimensional integral and against diagonalization of $p^2$.

\section*{Numbers as computed}
\begin{verbatim}
Hydrogen, Z = 1, fixed nucleus; momentum p in hbar/bohr
Radial densities in bohr/hbar: Bessel (true) | one-sided
1s p=0.00: 0.000000 | 1.273240
1s p=0.25: 0.499533 | 1.127852
1s p=0.50: 1.043038 | 0.814873
1s p=1.00: 0.636620 | 0.318310
1s p=2.00: 0.065190 | 0.050930
1s p=5.00: 0.000557 | 0.001883
2s p=0.00: 0.000000 | 2.546479
2s p=0.25: 3.003949 | 1.629747
2s p=0.50: 0.000000 | 0.636620
2s p=1.00: 0.187747 | 0.101859
2p p=0.00: 0.000000 | 3.395305
2p p=0.25: 1.780118 | 1.738396
2p p=0.50: 1.697653 | 0.424413
Mean momentum in hbar/bohr: true | one-sided | ratio
1s: 0.848826 | 0.636620 | 1.333333
2s: 0.339531 | 0.318310 | 1.066667
3s: 0.218270 | 0.212207 | 1.028571
4s: 0.161681 | 0.159155 | 1.015873
1s true mean momentum: 1.6916e-24 kg m/s
1s second moment, (hbar/bohr)^2: true | one-sided
  1.000000 | 1.000000
1s true fourth moment: 5.00000 (hbar/bohr)^4
1s one-sided fourth moment cut at 10 hbar/bohr: 9.986 (hbar/bohr)^4
1s one-sided fourth moment cut at 100 hbar/bohr: 124.349 (hbar/bohr)^4
1s one-sided fourth moment cut at 1000 hbar/bohr: 1270.242 (hbar/bohr)^4
2p kinetic energy, true: 0.125000 hartree = 3.4014 eV
2p kinetic energy, one-sided: 0.041667 hartree = 1.1338 eV
2p centrifugal energy: 0.083333 hartree
Average of exp(-p^2), p in hbar/bohr, dimensionless:
1s grid diagonalization, u(0)=0: 0.5423
1s Bessel density: 0.5423; one-sided: 0.7008
1s grid diagonalization, zero slope at r=0: 0.8593
2p grid diagonalization: 0.8012
2p Bessel density: 0.8012; one-sided: 0.9319
1s spectrum cut to momenta below 1 hbar/bohr, probabilities:
one-sided, in band: 0.8183
one-sided, transformed back, at r<0: 0.0743
one-sided, transformed back, at r>0: 0.7440
sine transform, in band: 0.7122
sine transform, transformed back, at r>0: 0.7122
\end{verbatim}
